# Randomly shifted Brillouin-zone grids: bias, variance and error bars, part 2

A supercell of \(N\) primitive cells with twisted boundary conditions replaces the Brillouin-zone average \(I\) of a periodic function \(f(\mathbf k)\), for independent electrons, by an average \(Q\) over a regular grid of \(N\) points \(\mathbf g\) displaced by the twist \(\boldsymbol\theta\). The problem is the error of \(Q\) for a uniformly random twist.

Here \(\mathbf R\) and \(\mathbf G\) are direct and reciprocal lattice vectors, \(\mathbf b_i\) the primitive reciprocal vectors (\(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\)), \(\Omega\) the zone volume, \(\mathbf T\) the supercell translations, \(P\) the supercell zone of volume \(\Omega/N\), \(\Theta\) the step function and \(E[\,\cdot\,]\) the twist average.
\[
c_{\mathbf R}=\frac1\Omega\int_{\rm BZ}f(\mathbf k)\,e^{-i\mathbf k\cdot\mathbf R}\,d^3k,\qquad I=c_{\mathbf 0}. \tag{1}
\]
\[
Q(\boldsymbol\theta)=\frac1N\sum_{\mathbf g}f(\mathbf g+\boldsymbol\theta). \tag{2}
\]
\[
\frac1N\sum_{\mathbf g}e^{i\mathbf g\cdot\mathbf R}=\begin{cases}1,&\mathbf R\in\{\mathbf T\},\\0,&\text{otherwise.}\end{cases} \tag{3}
\]
If \(f\) does not depend on the twist, \(E[Q]=I\). For square-integrable \(f\), (6) holds in the mean-square sense, which suffices for (7):
\[
Q(\boldsymbol\theta)-I=\sum_{\mathbf T\neq0}c_{\mathbf T}\,e^{i\boldsymbol\theta\cdot\mathbf T}. \tag{6}
\]
\[
\sigma^2\equiv E|Q-I|^2=\sum_{\mathbf T\neq0}|c_{\mathbf T}|^2. \tag{7}
\]
With \(\sigma_1^2\) the value for \(N=1\), \(N\) independent random points give \(\sigma_1^2/N\). Any points \(\mathbf k_j\) with weights \(w_j\) summing to 1, shifted rigidly over the whole zone, give
\[
\sigma^2=\sum_{\mathbf R\neq0}|c_{\mathbf R}|^2\,\Big|\sum_jw_je^{i\mathbf k_j\cdot\mathbf R}\Big|^2. \tag{8}
\]
For real \(f\) and the regular grid,
\[
\sigma^2=\frac1N\sum_{\mathbf g}C(\mathbf g)-I^2,\qquad C(\mathbf q)=\frac1\Omega\int f(\mathbf k)f(\mathbf k+\mathbf q)\,d^3k. \tag{9}
\]
From \(m\) independent twists come the mean \(\bar Q\), the sample variance \(s^2\) and the nominal 95% interval \(\bar Q\pm t_{m-1}s/\sqrt m\), with \(t_{m-1}\) the Student factor. With \(Y=Q-I\) and kurtosis \(\kappa=E[Y^4]/\sigma^4\),
\[
E[s^2]=\sigma^2,\qquad\operatorname{Var}s^2=\frac{\sigma^4}m\Big[\kappa-\frac{m-3}{m-1}\Big]. \tag{12}
\]
For \(d\) cosines of equal amplitude and independent uniform phases,
\[
\kappa=\frac{3d/8+3d(d-1)/4}{d^2/4}=3-\frac3{2d}. \tag{13}
\]
The first shell of a bcc superlattice, with real equal coefficients, gives \(\kappa=27/8\).

Let \(\varepsilon_i(\boldsymbol\theta)\) be the levels, \(\mu\) the exact Fermi level, and \(n_0\) and \(E_0\) the exact electron number and energy per cell. Filling the lowest levels with \(Nn_0\) electrons gives the energy per cell \(E_{\rm can}\), with
\[
E_{\rm can}(\boldsymbol\theta)-\mu n_0\ \ge\ \omega(\boldsymbol\theta)\equiv\frac2N\sum_i(\varepsilon_i-\mu)\Theta(\mu-\varepsilon_i). \tag{15}
\]
Hence \(E[E_{\rm can}]\ge E_0\), whereas \(\omega+\mu n_0\) at fixed \(\mu\) is an unbiased estimator of \(E_0\).

The closing program output also lists checks of these general results on smooth test functions and on a single cosine.

### A Fermi sphere inside the zone

Take free electrons, one per primitive cell, with a Fermi sphere that does not touch the zone boundary, \(\mu=E_F\), and energies in units of \(E_F\). Inside the zone \(f=2p(y)\Theta(1-y)\) with \(y=k/k_F\), where the 2 counts spin and \(p=1\), \(y^2-1\), \(y^2\) for the count \(n\), the grand potential \(\omega\) and the energy \(E=\omega+n\). One electron per cell means \(2\cdot\tfrac{4\pi}3k_F^3=\Omega\). The angular integral of \(e^{-i\mathbf k\cdot\mathbf R}\) is \(4\pi\sin(kR)/(kR)\), so with \(x=k_FR\)
\[
c=\frac{8\pi k_F^3}\Omega\int_0^1y^2p(y)\frac{\sin xy}{xy}\,dy=\frac3x\int_0^1y\,p(y)\sin xy\,dy. \tag{16}
\]
At \(x\to0\) this is \(3\int y^2p\,dy\), giving \(I=1,\,-\tfrac25,\,\tfrac35\). One integration by parts gives \(\int_0^1y\sin xy\,dy=(\sin x-x\cos x)/x^2=j_1(x)\). Two more give \(\int_0^1y^3\sin xy\,dy=-\cos x/x+(3/x)\int_0^1y^2\cos xy\,dy\) and \(\int_0^1y^2\cos xy\,dy=\sin x/x-2j_1/x\). The integral for \(p=y^2-1\) is the difference \(-\cos x/x+3\sin x/x^2-6j_1/x^2-j_1=2\sin x/x^2-6j_1/x^2=-2j_2/x\), where \(j_2=3j_1/x-\sin x/x=[(3-x^2)\sin x-3x\cos x]/x^3\). Hence
\[
c^{(n)}=\frac{3j_1(x)}x,\qquad c^{(\omega)}=-\frac{6j_2(x)}{x^2},\qquad c^{(E)}=c^{(n)}+c^{(\omega)}. \tag{17}
\]
At large \(x\), \(c^{(n)}\simeq-3\cos x/x^2\) and \(c^{(\omega)}\simeq6\sin x/x^3\). The count and the energy jump at the Fermi surface, \(\omega\) has only a kink, and the kink gains one power of \(x\). These coefficients are square summable in three dimensions, but their envelopes are not absolutely summable, so (7) applies while (6) is not used here at single twists.

Since \((\alpha\sin x+\beta\cos x)^2\le\alpha^2+\beta^2\), one has \(j_1^2\le(1+x^2)/x^4\) and \(j_2^2\le[(3-x^2)^2+9x^2]/x^6=(x^4+3x^2+9)/x^6\). For an \(n\times n\times n\) grid (the symbol \(n\) without argument in these bounds is the grid size) \(\mathbf T=n\mathbf R\), and with \(S_p=\sum_{\mathbf R\neq0}(k_FR)^{-p}\), (7) gives
\[
\sigma_{\rm count}^2\le9\Big(\frac{S_4}{n^4}+\frac{S_6}{n^6}\Big),\qquad\sigma_\omega^2\le36\Big(\frac{S_6}{n^6}+\frac{3S_8}{n^8}+\frac{9S_{10}}{n^{10}}\Big). \tag{18}
\]
With \(N=n^3\) the bounds fall as \(N^{-4/3}\) and \(N^{-2}\), against \(N^{-1}\) for independent points. Each shell lies below its bound by a factor that tends to \(\cos^2x\) or \(\sin^2x\) at large \(x\) and oscillates with \(n\).

The form (9) gives these variances as finite sums. The periodic \(f\) is the sum over \(\mathbf G\) of copies of the compact function \(\phi=2p\,\Theta\). Writing both factors of \(C\) this way, one sum extends the integral to all of \(\mathbf k\) space and the other turns \(\mathbf g\) into \(\mathbf g+\mathbf G\), so that the sum in (9) runs over all reciprocal vectors of the superlattice. Only those with \(d=|\mathbf g|/k_F<2\) contribute, and with \(4k_F^3/\Omega=3/2\pi\),
\[
\sigma^2=\frac3{2\pi N}\sum_{d<2}O(d)-I^2, \tag{19}
\]
where \(O(d)\) is the integral of \(p\,p\) over the lens common to two unit spheres centred at \(z=\mp d/2\). In cylindrical coordinates with \(u=\rho^2\) the volume element is \(\pi\,du\,dz\). The half \(z>0\) is bounded by the sphere at \(-d/2\), so \(0<u<A=1-\alpha\) and \(z<1-d/2\), with \(\alpha=(z+d/2)^2\), \(\beta=(z-d/2)^2\). The squared distances from the centres are \(u+\alpha\) and \(u+\beta\). Then \(O=2\pi\int_0^{1-d/2}h\,dz\), with \(h=A\) for the count; \(h=\int_0^Av(v+\alpha-\beta)\,dv=A^3/3+(\alpha-\beta)A^2/2\) for \(\omega\), where \(v=A-u\); and \(h=\int_0^A(u+\alpha)(u+\beta)\,du=A^3/3+(\alpha+\beta)A^2/2+\alpha\beta A\) for \(E\). These are polynomials of degree at most six in \(z\), which a five-point Gauss rule integrates exactly. For \(N=1\) only \(d=0\) contributes, \(O=4\pi/3\) for the count, and \(\sigma_1^2=2-1=1\), as it must be for a variable equal to 0 or 2 with equal probability.

The Fourier sum for \(n\) and \(E\) converges slowly. Beyond a cutoff \(T_{\max}\), replacing \(\cos^2x\) by \(\tfrac12\) and the sum by an integral with density \(1/V\), \(V\) the supercell volume, gives the leading remainder \(\int_{T_{\max}}^\infty(4\pi T^2/V)\,9/(2k_F^4T^4)\,dT=18\pi/(Vk_F^4T_{\max})\). With this term added, the program requires (7) and (19) to agree within 0.3% of the variance for the \(4^3\) and \(6^3\) grids and for a cubic supercell of 54 cells, and it checks (18) for \(n=1\) to 16.

### Worked example: a free-electron model of potassium

Potassium is bcc with one valence electron. The primitive cell has volume \(a^3/2\), so \(\Omega=16\pi^3/a^3\) and \(k_Fa=(6\pi^2)^{1/3}=3.89778\), or \(k_F=0.6204\) in units of \(2\pi/a\). The nearest zone face is at \(0.7071\), so the sphere lies inside. Results in units of \(E_F\) do not depend on \(a\). A rough value \(a\approx5.3\) Å gives \(E_F\approx2.06\) eV; this common scale factor is only as good as the two figures of \(a\), and the values in eV are meant for comparison with one another.

**Exact variances for \(4\times4\times4\), \(N=64\).** The first three shells of \(\mathbf T\) have \(x=13.502,\ 15.591,\ 22.049\) and multiplicities 8, 6, 12. For the count they contribute \(8(8.778\times10^{-3})^2+6(1.235\times10^{-2})^2+12(6.144\times10^{-3})^2=(6.16+9.15+4.53)\times10^{-4}=1.98\times10^{-3}\), which is 59% of the full variance. For \(\omega\) the first shell alone gives \(8(2.251\times10^{-3})^2=4.05\times10^{-5}\), which is 92% of it.

| | \(n\) | \(\omega/E_F\) | \(E/E_F\) |
|---|---|---|---|
| \(\sigma^2\), Eq. (7) | 3.3865e-3 | 4.3832e-5 | 3.0526e-3 |
| \(\sigma^2\), Eq. (19) | 3.3866e-3 | 4.3833e-5 | 3.0527e-3 |
| \(\sigma^2\), 160000 twists | 3.393e-3 | 4.40e-5 | 3.063e-3 |
| \(\sigma\), grid | 0.0582 | 0.00662 | 0.0553 |
| \(\sigma\), 64 random points | 0.1250 | 0.0681 | 0.0881 |

The means over the 160000 twists are \(1.00005\), \(-0.39998\) and \(0.60007\), each within one standard error \(\sigma/400\) or little more of the exact value. The bound (18) for the count is \(9(0.17437/256+0.008283/4096)=6.15\times10^{-3}\), and the variance is \(0.551\) of it. Among the printed sizes \(n=4,6,8,12,16\) this ratio ranges from \(0.200\) to \(0.715\) for the count and from \(0.116\) to \(0.964\) for \(\omega\), so two neighbouring sizes do not reveal the exponent.

**The \(\Gamma\)-centred grid.** The vectors \(\mathbf g\) form an fcc lattice generated by \((1,1,0)\) and its permutations in units of \(2\pi/4a\). In these units the shells have \(|\mathbf g|^2=0,2,4,6,8\) with 1, 12, 6, 24, 12 members, and \(k_F^2=16\times0.6204^2=6.16\). The shell of 24 lies just inside, so 43 points are occupied, \(n=2\times43/64=1.34375\), and \(E=(2/64)(24+24+144)/6.16=0.974\). The count is off by \(0.344\) electrons, which is \(5.9\sigma\); \(\omega=-0.36931\) is off by \(0.0307\,E_F\), which is \(4.6\sigma\).

**Eight random twists.** Since \(n\) is a multiple of \(1/32\), the eight results are most simply given as numbers of occupied points: 32, 33, 31, 32, 32, 30, 32, 30. Their mean is \(252/8=31.5\), so \(\bar n=0.98438\). The deviations are \(\pm0.5\) five times and \(\pm1.5\) three times, with squares summing to \(1.25+6.75=8\), so \(s=\sqrt{8/7}/32=0.03341\), the standard error is \(0.03341/\sqrt8=0.01181\), and with \(t_7=2.365\) the half width is \(0.0279\). The error \(-0.0156\) lies inside. The energies \(0.60209,\ 0.62328,\ 0.56688,\ 0.59532,\ 0.60664,\ 0.53424,\ 0.59965,\ 0.53867\) sum to \(4.66677\), so \(\bar E=0.58335\), with \(s=0.03290\), standard error \(0.01163\) and half width \(0.0275\); the error \(-0.0167\,E_F\) is 1.4 standard errors. In eV this is \(1.20\pm0.02\) against the exact \(1.24\). The same twists give \(\bar\omega=-0.40103\pm0.00159\), so the estimator \(\omega+\mu n_0\) yields \(0.5990\pm0.0016\,E_F\), or \(1.234\pm0.003\) eV against \(1.236\) eV. The gain is the extra power of \(x\) in (17): \(\sigma_\omega=13.6\) meV against \(\sigma_E=114\) meV.

All three sample values of \(s\) are well below \(\sigma\). For the energy \(s^2/\sigma^2=(0.0329/0.0553)^2=0.35\), and the true spread of the mean is \(0.0195\), not \(0.0116\). Equation (12) allows this. The kurtosis over the 160000 twists is \(5.72\), \(5.82\) and \(5.32\), sampled values uncertain by up to about \(0.1\), and for the energy \(\sqrt{(5.324-5/7)/8}=0.76\) is the spread of \(s^2\) relative to \(\sigma^2\); the shortfall of \(0.65\) is less than one such spread. These kurtoses are about twice the value (13) for three cosines and also exceed the \(27/8\) of the first bcc shell, even for \(\omega\), where that shell holds 92% of the variance. For the count the main source can be located directly. In units of \(2\pi/4a\), where \(k_F=2.481\) and the cell \(P\) has volume 2, the twist \((1,0,0)\) puts the points on the integer vectors of odd coordinate sum, with \(|\mathbf g+\boldsymbol\theta|^2=1,3,5,9\) and 6, 8, 24, 30 members. Exactly 38 points are therefore occupied for every twist within \(k_F-\sqrt5=0.245\) of this point, a ball of volume \(0.062\), or 3.1% of the cell. The excess of 6 points is \(6/(32\times0.0582)=3.22\sigma\), so this ball alone supplies \(0.031\times3.22^2=0.32\) of the variance and \(0.031\times3.22^4=3.3\) of \(\kappa\). The ball around \(\boldsymbol\theta=0\) in which all 43 points stay occupied has radius \(k_F-\sqrt6=0.032\), is a fraction \(7\times10^{-5}\) of the cell, and supplies only \(0.08\) of \(\kappa\). Eight twists miss the larger ball with probability \(0.969^8=0.78\), as the eight above did, and a sample that misses it tends to underestimate \(\sigma\). The corresponding estimate for \(\omega\) and \(E\) is not made here.

Dividing the twists into groups of \(m\) gives the fraction of 95% intervals that contain the exact value.

| \(m\) | \(n\) | \(\omega\) | \(E\) |
|---|---|---|---|
| 2 | 0.902 | 0.961 | 0.931 |
| 4 | 0.974 | 0.973 | 0.967 |
| 8 | 0.924 | 0.961 | 0.943 |
| 16 | 0.925 | 0.952 | 0.933 |

The coverage lies between 0.90 and 0.97 and does not approach 0.95 monotonically; for \(n\) and \(E\) it is still low at \(m=16\). One cause at \(m=2\) is certain for the count: two equal values give \(s=0\), and the interval of zero width misses unless both equal 32 points. On this \(4^3\) grid a few twists give the size of the error, and the stated confidence level holds to within about five percentage points. This does not carry over to every grid. For odd \(N\) the exact count is a half-integer number of points, so an interval of zero width always misses, and the coverage for the count at \(m=2\) drops to about \(0.77\) on the \(3^3\) grid and \(0.84\) on the \(5^3\) grid.

**Fixed electron number.** Filling the lowest 32 orbitals at each twist gives a mean energy of \(0.60111\,E_F\), above the exact value by \((1.11\pm0.01)\times10^{-3}E_F\), or \(2.3\) meV per cell; (15) is tested at every twist. The size can be estimated heuristically. If the levels near \(\mu\) had the smooth density \(D=dn/d\mu=\tfrac32E_F^{-1}\) (from \(n\propto\mu^{3/2}\)), correcting a count error \(\delta n\) would use levels out to \(|\delta n|/D\) from \(\mu\), at a mean distance of half that, and would raise \(E-\mu n\) by \(\delta n^2/2D\). The average is \(\sigma_{\rm count}^2/3=1.13\times10^{-3}E_F\), within a few per cent of the computed bias, which is itself uncertain by about 1%; this compares averages only and does not show that \(\delta n^2/2D\) holds twist by twist. With only 32 occupied points the assumption of a smooth density is rough, and the estimate is not among the program's tests.

**More twists or a finer grid.** The \(m\) shifted copies form one point set, and in (8) each \(\mathbf T\neq0\) then carries the weight \(|m^{-1}\sum_je^{i\boldsymbol\theta_j\cdot\mathbf T}|^2\), whose mean is \(1/m\) for independent twists. If the twists instead form a finer regular grid with one common random shift, (3) makes this weight 1 on a sparser superlattice and 0 elsewhere. According to the envelopes (18) the variance then drops as \(m^{-4/3}\) or \(m^{-2}\) instead of \(m^{-1}\), subject to the oscillation with size. For 512 points, eight twists of the \(4^3\) grid give \(\sigma_\omega/\sqrt8=2.34\times10^{-3}E_F\), and one twist of the \(8^3\) grid gives \(8.4\times10^{-4}E_F\); for the count the figures are \(0.0206\) and \(0.0127\). The single fine grid has the smaller root-mean-square error here by factors of \(2.8\) and \(1.6\), but it supplies one sample, from which \(s\) cannot be formed.

## Computed values

```
analytic test, 5-point grid: I = 2.432020
  variance Fourier 0.702823, quadrature 0.702823, irregular set 3.2053
kurtosis of Q, smooth cubic function, 4x4x4: 2.5001
one cosine, m=2: t = 12.706, coverage exact 0.8868, simulated 0.8870
rough lattice constant a = 5.3 angstrom, E_F = 2.06 eV
k_F a = 3.89778; k_F = 0.6204, |G|min/2 = 0.7071 (2pi/a)
S4 0.17437  S6 8.283e-03  S8 6.143e-04  S10 4.979e-05
columns: n (electrons/cell), w (E_F/cell), E (E_F/cell)
exact integrals        1.00000  -0.40000  0.60000
Gamma-centred 4x4x4    1.34375  -0.36931  0.97444
shell x=13.502 mult 8: c_T -8.778e-03  2.251e-03  -6.527e-03
shell x=15.591 mult 6: c_T 1.235e-02  -1.202e-04  1.223e-02
shell x=22.049 mult 12: c_T 6.144e-03  -1.083e-04  6.036e-03
variance 4, Fourier    3.3865e-03  4.3832e-05  3.0526e-03
variance 4, overlap    3.3866e-03  4.3833e-05  3.0527e-03
variance 4, sampled    3.3927e-03  4.4022e-05  3.0628e-03
sigma cubic 54 points  0.06004  0.00733  0.06168
sigma n= 1 1.000e+00  5.451e-01  7.051e-01 | var/bound n,w 0.608  0.781
sigma n= 4 5.819e-02  6.621e-03  5.525e-02 | var/bound n,w 0.551  0.594
sigma n= 6 1.559e-02  2.489e-03  1.522e-02 | var/bound n,w 0.200  0.964
sigma n= 8 1.269e-02  8.401e-04  1.295e-02 | var/bound n,w 0.420  0.618
sigma n=12 7.358e-03  1.077e-04  7.425e-03 | var/bound n,w 0.715  0.116
sigma n=16 3.912e-03  7.528e-05  3.882e-03 | var/bound n,w 0.639  0.319
sigma, 64 random points 0.12500  0.06814  0.08814
sigma 4x4x4 / sqrt(8)   2.057e-02  2.341e-03  1.953e-02
eight shifts (units of b_i/4) and Q:
  -0.4828  +0.1296  +0.1694 | 1.00000  -0.39791  0.60209
  +0.4253  -0.2855  -0.3823 | 1.03125  -0.40797  0.62328
  +0.2353  -0.1237  -0.4074 | 0.96875  -0.40187  0.56688
  +0.4317  -0.2880  -0.3007 | 1.00000  -0.40468  0.59532
  -0.0527  -0.0115  +0.2895 | 1.00000  -0.39336  0.60664
  +0.1085  -0.3108  -0.2693 | 0.93750  -0.40326  0.53424
  -0.0678  -0.4711  -0.2784 | 1.00000  -0.40035  0.59965
  +0.1065  +0.4412  -0.1353 | 0.93750  -0.39883  0.53867
mean                   0.98438  -0.40103  0.58335
s                      0.03341  0.00449  0.03290
standard error s/sqrt8 0.01181  0.00159  0.01163
95% half width t=2.365 0.02793  0.00375  0.02750
mean - exact           -0.01562  -0.00103  -0.01665
pool of 160000: mean  1.00005  -0.39998  0.60007
kurtosis               5.725  5.822  5.324
rel. spread of s^2 m=8 0.791  0.799  0.759
coverage of 95% t-interval, m= 2 0.902  0.961  0.931
coverage of 95% t-interval, m= 4 0.974  0.973  0.967
coverage of 95% t-interval, m= 8 0.924  0.961  0.943
coverage of 95% t-interval, m=16 0.925  0.952  0.933
fixed-number energy 0.60111 E_F, bias 1.11e-03 +- 1.3e-05 E_F
E from 8 shifts 1.202 +- 0.024 eV, exact 1.236 eV
w + mu*1 from 8 shifts 0.59897 E_F = 1.234 +- 0.003 eV
sigma_E 114 meV, sigma_w 13.6 meV, bias 2.3 meV
```
